# The N^(-5/4) finite-size energy error of the two-dimensional electron gas

Suppose a quantum Monte Carlo calculation has given the energy per electron of a two-dimensional electron gas in cells of 100 and 1000 electrons, and the infinite system is wanted. One must decide whether to run a larger cell, extrapolate, or add a correction. An extrapolation requires the power of $N$, and a correction requires its coefficient as well. Let the true error fall as $N^{-5/4}$, with the leading-term values 52.66 and 2.96 meV obtained below for a model gas. An extrapolation linear in $1/N$ then raises the larger-cell result by $(52.66-2.96)/9=5.52$ meV instead of 2.96 meV. It overshoots by 2.56 meV, almost as much as the error it was meant to remove. With the fuller random-phase errors of the same gas, 42.42 and 2.605 meV, the overshoot is still 1.82 meV.

## Back-of-envelope argument

Long-wavelength density fluctuations of the gas are plasmons, each with zero-point energy $\hbar\omega_p(k)/2$. In two dimensions $\omega_p\propto k^{1/2}$. A periodic cell of area $A$ allows discrete wave vectors, one per area $(2\pi)^2/A$ of $k$ space, and $k=0$ carries no plasmon. The cell therefore misses roughly the zero-point energy of a disc of that area around the origin.

The disc has radius $\kappa=2\sqrt\pi/\sqrt A$, and the mean of $k^{1/2}$ over it is

$$\frac{2}{\kappa^2}\int_0^\kappa k^{3/2}\,dk=\tfrac45\kappa^{1/2}.$$

The missing energy per electron is thus

$$\frac1N\,\frac45\,\frac{\hbar\omega_p(\kappa)}2 =\frac{C_{\rm est}}{2N}\,\hbar\omega_p\!\left(\frac{2\pi}{\sqrt A}\right),\qquad C_{\rm est}=\tfrac45\pi^{-1/4}\approx0.60 .$$

At fixed density $\sqrt A\propto N^{1/2}$, so $\omega_p\propto N^{-1/4}$ and the error goes as $N^{-5/4}$. The energy of the cell is too low. What remains is to justify the mode energy and replace 0.60 by the constant of a given cell.

## What the cell calculates

Take $N$ electrons of mass $m$ in a fluid ground state, with density $n=N/A$, a neutralizing background and interaction $e^2/(4\pi\varepsilon_0r)$. Its two-dimensional Fourier transform is $v(k)=e^2/(2\varepsilon_0k)$. The periodic (Ewald) interaction is $v_E(\mathbf r)=A^{-1}\sum'_{\mathbf k}v(k)e^{i\mathbf k\cdot\mathbf r}$, where the prime omits $\mathbf k=0$. Each electron also interacts with its own images, which adds $v_M/2$ per electron, with

$$v_M=\lim_{r\to0}\left[v_E(r)-\frac{e^2}{4\pi\varepsilon_0r}\right]=\left[\frac1A{\sum_{\mathbf k}}'-\int\!\frac{d^2k}{(2\pi)^2}\right]v(k).$$

The last difference is understood with a smooth cutoff at large $k$, removed at the end.

Let $\rho_{\mathbf k}=\sum_je^{-i\mathbf k\cdot\mathbf r_j}$ and $S(k)=\langle\rho_{\mathbf k}^\dagger\rho_{\mathbf k}\rangle/N$ for $\mathbf k\ne0$. Leaving out the $N$ terms $i=j$ turns $S$ into $S-1$, so the potential energies per electron are

$$V_N=\frac1{2A}{\sum_{\mathbf k}}'v(S-1)+\frac{v_M}2,\qquad V_\infty=\frac12\int\!\frac{d^2k}{(2\pi)^2}\,v(S-1).$$

I assume that at the allowed $\mathbf k$ the cell has the $S(k)$ of the infinite system to leading order. On subtraction, the two "$-1$" terms contribute $+v_M/2$, which cancels the $-v_M/2$ of the image term:

$$V_\infty-V_N=\frac12\left[\int\!\frac{d^2k}{(2\pi)^2}-\frac1A{\sum_{\mathbf k}}'\right]v(k)S(k).\tag{1}$$

## Why $S(k)$ is proportional to $k^{3/2}$

For excited states $\nu$ at energy $\epsilon_\nu$ above the ground state, define

$$M_p=\frac1N\sum_\nu\epsilon_\nu^{\,p}\,|\langle\nu|\rho_{\mathbf k}|0\rangle|^2,\qquad M_0=S(k).$$

Three other moments enclose $S$ between two bounds.

**First moment.** By inversion symmetry $M_1=\langle[\rho^\dagger_{\mathbf k},[H,\rho_{\mathbf k}]]\rangle/2N$. The interaction commutes with $\rho_{\mathbf k}$. For each electron the kinetic energy gives

$$\frac{(\mathbf p+\hbar\mathbf k)^2+(\mathbf p-\hbar\mathbf k)^2-2p^2}{2m}=\frac{\hbar^2k^2}m,$$

so $M_1=\hbar^2k^2/2m$.

**Inverse moment.** Second-order perturbation theory gives the static density response $\chi(k)=-2nM_{-1}$. A conducting fluid screens a slowly varying potential $U$ completely: $U+v\chi U\to0$, hence $\chi\to-1/v$ and $M_{-1}\to1/(2nv)$.

**Third moment.** Let $B=[H,\rho_{\mathbf k}]=-\frac{\hbar}{2m}\sum_j(\mathbf k\cdot\mathbf p_je^{-i\mathbf k\cdot\mathbf r_j}+e^{-i\mathbf k\cdot\mathbf r_j}\mathbf k\cdot\mathbf p_j)$. Since $\langle\nu|B|0\rangle=\epsilon_\nu\langle\nu|\rho_{\mathbf k}|0\rangle$, we have $M_3=\langle[B^\dagger,[H,B]]\rangle/2N$. In the interaction part each $\mathbf p$ acts as a gradient. Terms with the mean force vanish, and what is left is

$$\frac{\hbar^4}{2Nm^2}\Big\langle\sum_{l\ne j}\big(1-e^{i\mathbf k\cdot\mathbf r_{lj}}\big)(\mathbf k\cdot\nabla)^2v_E(\mathbf r_{lj})\Big\rangle .$$

Insert the Fourier series of $v_E$. The term $\mathbf q=-\mathbf k$ is special, because there the second exponential becomes 1 and the pair sum is $N(N-1)$. It gives $\hbar^4k^4nv(k)/2m^2$ for large $N$. Divided by $M_1$ this is $\hbar^2k^2nv/m=(\hbar\omega_p)^2$, with

$$\omega_p^2=\frac{nk^2v(k)}m=\frac{ne^2k}{2\varepsilon_0m}.\tag{2}$$

The other $\mathbf q$ contribute to $M_3/M_1$ the amount

$$\frac{\hbar^2}{mk^2}\int\!\frac{d^2q}{(2\pi)^2}\,v(q)(\mathbf k\cdot\mathbf q)^2\,[S(|\mathbf q+\mathbf k|)-S(q)].$$

Write the bracket as a difference of $S-1$ and shift $\mathbf q$, which moves the difference onto the weight $v(q)(\mathbf k\cdot\mathbf q)^2\propto k^2q\cos^2\theta$, with $\theta$ the angle between $\mathbf k$ and $\mathbf q$. The term linear in the shift is odd in $\mathbf q$ and vanishes. The second derivatives of the weight go as $k^2/q$, which is integrable at $q=0$ in two dimensions, so the contribution is of order $k^2$. For the kinetic part, an electron of momentum $\mathbf p$ has excitation energy $a\pm b$ for $\pm\mathbf k$, with $a=\hbar^2k^2/2m$ and $b=\hbar\mathbf k\cdot\mathbf p/m$. The mean cube is $a^3+3ab^2$, so division by $M_1=a$ gives $a^2+3\langle b^2\rangle$, again of order $k^2$. Since $\omega_p^2\propto k$, the plasmon term dominates as $k\to0$.

The Cauchy–Schwarz inequality $M_0^2\le M_1M_{-1}$ and the Hölder inequality $M_1\le M_0^{2/3}M_3^{1/3}$ now give

$$\frac{M_1}{\sqrt{M_3/M_1}}\le S(k)\le\sqrt{M_1M_{-1}} .$$

The left side tends to $\hbar^2k^2/(2m\hbar\omega_p)$. The right side tends to $[\hbar^2k^2/(4mnv)]^{1/2}$, which is the same quantity because $nv=m\omega_p^2/k^2$. Hence

$$S(k)\to\frac{\hbar k^2}{2m\omega_p}=\left(\frac{\varepsilon_0\hbar^2}{2mne^2}\right)^{1/2}k^{3/2}.\tag{3}$$

The energy of a mode follows:

$$\frac{nvS}2=\frac12\,\frac{m\omega_p^2}{k^2}\,\frac{\hbar k^2}{2m\omega_p}=\frac{\hbar\omega_p}4,\tag{4}$$

the potential half of an oscillator's zero-point energy.

## The constant of a cell

By (1) and (4) we need the difference between integral and sum for $k^{1/2}$. Write $\mathbf k=(2\pi/\sqrt A)\,\mathbf g$, so that the $\mathbf g$ form a lattice of unit cell area and $A\,d^2k/(2\pi)^2=d^2g$. Define

$$C=\lim_{a\to0}\left[\int d^2g-{\sum_{\mathbf g}}'\right]|\mathbf g|^{1/2}e^{-ag^2}.$$

The damping affects large $g$, where sum and integral of a smooth summand agree. For electrons the summand is also singular on the circle $k=2k_F$, at twice the Fermi wave number. I estimate the effect from the ideal gas, where $1-S\propto(2k_F-k)^{3/2}$ just inside the circle. In the Fourier transform the radial profile gives $r^{-5/2}$ and the Bessel function $r^{-1/2}$, so the images contribute an oscillating $r^{-3}$. This is of order $N^{-3/2}$ and is dropped here. The leading error comes from the point $g=0$, where $|\mathbf g|^{1/2}$ is continuous but not smooth.

The omitted term is zero, so Poisson summation applies to the full lattice. The sum equals $\sum_{\mathbf r}F(\mathbf r)$, where $F$ is the Fourier transform and $\mathbf r=\mathbf R/\sqrt A$ are the scaled translation vectors of the cell. The term $\mathbf r=0$ is the integral, and therefore $C=-\sum_{\mathbf r\ne0}F(\mathbf r)$. To find $F$, use

$$|\mathbf g|^{1/2}=\frac1{|\Gamma(-\frac14)|}\int_0^\infty\!dt\,t^{-5/4}\left(1-e^{-tg^2}\right).$$

For $\mathbf r\ne0$ the constant 1 contributes nothing once the damping is removed. The Gaussian transforms into $(\pi/t)e^{-\pi^2r^2/t}$. With $u=1/t$,

$$F(\mathbf r)=-\frac{\pi}{|\Gamma(-\frac14)|}\int_0^\infty\!du\,u^{1/4}e^{-\pi^2r^2u}=-\frac{\Gamma(\frac54)}{\pi^{3/2}|\Gamma(-\frac14)|}\,r^{-5/2}.$$

The image sum converges, since $5/2>2$, and

$$C=\frac{\Gamma(\frac54)}{\pi^{3/2}|\Gamma(-\frac14)|}\sum_{\mathbf R\ne0}\left(\frac{\sqrt A}{|\mathbf R|}\right)^{5/2}>0.\tag{5}$$

Direct summation is slow. An Ewald split writes $r^{-5/2}$ as $\pi^{5/4}/\Gamma(\frac54)$ times $\int_0^\infty dt\,t^{1/4}e^{-\pi tr^2}$ and applies Poisson summation for $t<1$. The two lattice points at the origin give $\int_0^1dt\,t^{1/4}(t^{-1}-1)=4-\frac45$, so

$$\sum_{\mathbf r\ne0}r^{-5/2}=\frac{\pi^{5/4}}{\Gamma(\frac54)}\left\{\frac{16}5+\sum_{\mathbf r\ne0}\left[\frac{\Gamma(\frac54,z)}{z^{5/4}}+z^{1/4}\,\Gamma(-\tfrac14,z)\right]\right\},\quad z=\pi r^2 .$$

Here $\Gamma(s,z)$ is the upper incomplete gamma function. One list of lengths serves both sums, because in two dimensions the reciprocal lattice of unit area is the direct one turned by 90°. A few shells suffice:

- Square cell: image sum 15.238, $C=0.5060$.
- Hexagonal cell: image sum 15.138, $C=0.5027$.
- Rectangle with sides 4:1: image sum 24.030, $C=0.7980$.

The disc estimate of 0.60 is 19% above the square value. The elongated cell is worse because its nearest images are close. Its short side is $\sqrt A/2$, and the two images at that distance give $2\times2^{5/2}=11.3$ of the 24.0. The shape must therefore be kept fixed when cells of different size are compared.

## From potential to total energy

Multiply the interaction by $\lambda$, from 0 to 1, at fixed density. By the Hellmann–Feynman theorem, $dE/d\lambda$ is the expectation value at coupling $\lambda$ of the full-strength interaction. Equation (2) gives $\omega_p\propto\lambda^{1/2}$, and (3) then gives $S_\lambda=\lambda^{-1/2}S$. The error in $E$ is

$$\int_0^1d\lambda\,\lambda^{-1/2}\,(V_\infty-V_N)=2(V_\infty-V_N),$$

plus the error of the noninteracting kinetic energy at $\lambda=0$. That last part comes from the filling of discrete momentum shells. I assume it has been removed, for example by grand-canonical averaging over twisted boundary conditions. If it is left in, it can hide the power law.

The kinetic half of the error is thus as large as the potential half, and each mode carries $\hbar\omega_p/2$ in total:

$$E_\infty-E_N=\frac C{2N}\,\hbar\omega_p\!\left(\frac{2\pi}{\sqrt A}\right).$$

With $\sqrt A=(N/n)^{1/2}$, equation (2) gives $\omega_p^2=\pi e^2n^{3/2}N^{-1/2}/(\varepsilon_0m)$, and

$$\boxed{E_\infty-E_N=C\,\frac\hbar2\left(\frac{\pi e^2}{\varepsilon_0m}\right)^{1/2}n^{3/4}\,N^{-5/4}}\tag{6}$$

In terms of $r_s=1/(a_0\sqrt{\pi n})$, with $a_0$ the Bohr radius, this is $C\pi^{1/4}r_s^{-3/2}N^{-5/4}$ hartree.

In three dimensions the mode energy tends to a constant. A constant has no Fourier component at $\mathbf r\ne0$, so the sum misses just the one point $k=0$. The same argument then gives $\hbar\omega_p/2N$, with no dependence on cell shape at this order.

## Where the leading term is not enough

The law $S_\lambda\propto\lambda^{-1/2}$ fails at very weak coupling, where $S$ must approach the finite value of the ideal gas. The random-phase approximation (RPA) for the unpolarized gas shows what this costs. There the response at imaginary frequency is $\chi_0/(1-\lambda v\chi_0)$, with $\chi_0$ the ideal-gas response, and $S_\lambda=-(\hbar/\pi n)\int_0^\infty d\omega\,\chi_\lambda(k,i\omega)$. Integrating $nvS_\lambda/2$ over $\lambda$ gives the mode energy

$$\mathcal E(k)=\frac\hbar{2\pi}\int_0^\infty d\omega\,\ln[1-v\chi_0(k,i\omega)].$$

For small $k$ and $s=\omega/(v_Fk)$, $-\chi_0=(m/\pi\hbar^2)\,h(s)$ with $h=1-s/\sqrt{1+s^2}$, where $v_F$ is the Fermi velocity. At large $s$, $h\to1/2s^2$ and the logarithm becomes $\ln(1+\omega_p^2/\omega^2)$, whose integral $\pi\omega_p$ yields $\hbar\omega_p/2$. At $s\sim1$ screening is strong, the 1 is negligible, and the correction to the integrand is $\ln(2s^2h)$. Integration by parts gives

$$\int_0^\infty\!ds\,\ln(2s^2h)=-\int_0^\infty\!ds\left[1-\frac s{\sqrt{1+s^2}}+\frac1{1+s^2}\right]=-\left(1+\frac\pi2\right),$$

and hence

$$\mathcal E(k)=\frac{\hbar\omega_p}2-\frac{\pi+2}{4\pi}\,\hbar v_Fk+\dots$$

The steps that led to (5), with $|\mathbf g|$ in place of $|\mathbf g|^{1/2}$, give $C_1=(4\pi^2)^{-1}\sum_{\mathbf R\neq0}(\sqrt A/|\mathbf R|)^3$, which is 0.2288 for the square. The extra error from the point $k=0$ is

$$-\frac{\pi+2}2\,\hbar v_FC_1\sqrt n\,N^{-3/2}.\tag{7}$$

Relative to (6) it falls only as $N^{-1/4}$, and at fixed $N$ as $r_s^{-1/2}$.

The opposite limit is a cell smaller than the screening length. The screening wave number is $2/a_0$, and its ratio to the smallest $k$ is $r_s\sqrt{N/\pi}$. If this is much less than 1, the ideal-gas $S$ holds at every allowed $k$, and it is proportional to $k$ for $k\ll2k_F$. Then $vS$ tends to a constant at small $k$, and the interaction error goes as $1/N$ instead.

## Numbers for a model gas

Take $n=1.0\times10^{20}\ \mathrm{m^{-2}}$, which means $r_s=1.066$, and a square cell with $N=100$. The side is 1.000 nm, the smallest wave number is $6.283\times10^9\ \mathrm{m^{-1}}$, and (2) gives a plasmon energy of 20813 meV there. Then

$$E_\infty-E_N=\frac{0.5060\times20813}{2\times100}=52.66\ \text{meV per electron}.$$

The hexagonal cell gives 52.32 meV and the 4:1 rectangle 83.04 meV. For the square, (6) and (7) together read

$$16653\,N^{-5/4}-11236\,N^{-3/2}\ \text{meV}\qquad(0.612\,N^{-5/4}\ \text{hartree for the first term}).$$

For comparison, the RPA energy can be summed over the allowed wave vectors, with the image term included, and subtracted from its integral. The frequency integrals were done by Gauss quadrature. A smooth cutoff removed large $k$, where sum and integral agree. The entry for the largest cell is sensitive to how finely the mode energy is resolved near $2k_F$: interpolating it from a 1500-point grid gives 0.00902 meV, while evaluating it at every allowed wave vector gives the 0.00900 meV listed. The total errors in meV per electron are:

| $N$ | leading | two terms | RPA sum |
|---|---|---|---|
| 100 | 52.66 | 41.43 | 42.42 |
| 1000 | 2.961 | 2.606 | 2.605 |
| 10000 | 0.1665 | 0.1553 | 0.1567 |
| 100000 | 0.00936 | 0.00901 | 0.00900 |

At $N=100$ the leading term exceeds the RPA sum by 24% of the latter; at $N=100000$ the excess is still 4%. With the second term the deviation is at most 2.4% for these four sizes; it varies from one $N$ to the next and can be larger for other small cells. It does not shrink steadily: it is smaller at 1000 than at 10000. The singularity at $2k_F$ noted earlier adds a term of the same order $N^{-3/2}$ as (7) that oscillates with cell size and is not included in the two-term column. Its size was not computed, so its share in the deviation is untested.

The potential part behaves better. At $N=100$ half the leading term is 26.33 meV and the RPA sum is 25.78 meV, a 2% difference. This figure varies with cell size, between about $-0.4$% and $+5.6$% for $N$ from 80 to 125, while the excess of the leading term in the total stays between 20% and 30%. Most of the 24% therefore arises in the kinetic half, through the weak-coupling region of the $\lambda$ integral. Between the two largest cells the RPA sums fall with local exponents of about 1.25 for the potential part and 1.24 for the total.

Both sides of this comparison use the response of the infinite gas. It therefore says nothing about the assumption that the cell reproduces $S(k)$, nor about correlation beyond the RPA. Within those limits, (6) alone corrects a 100-electron cell at this density to about a quarter of the error, and (6) with (7) to a few per cent of it. In an extrapolation, adding an $N^{-3/2}$ term to the $N^{-5/4}$ fit addresses the systematic bias from (7). It cannot follow the oscillating term, so with only a few small cells it need not give a smaller error than a single-power fit to the largest ones.
